**Cauchy pressure of an embedded-atom crystal**

For a static, stress-free cubic crystal with one atom per primitive cell, the program tests C12 − C44 = F''v²/Ω. Here F'' is the curvature of the embedding function at the host density, Ω is the volume per atom, and v is one third of the neighbour sum of R ρ'(R), where ρ(R) is the density contributed by a neighbour at distance R. The program asserts that elastic constants from energies of strained crystals agree with the lattice sums, and that changing F'' alone changes the Cauchy pressure in proportion while C44 and C11 − C12 stay fixed. It also asserts the additional term 2P under pressure P and the agreement of long lattice waves with the elastic constants. For a model with rough caesium inputs, both sides of the relation are 0.700 GPa. A linear compression of 1% raises the difference of the stress-strain coefficients to 0.861 GPa. At 80 K, quasi-harmonic vibrations give 0.69 GPa at constant temperature and 0.72 GPa at constant entropy.

## Numerical check

```python
"""
Result under test: for a static, stress-free cubic embedded-atom crystal with
one atom per primitive cell,
    C12 - C44 = F''(rho) v^2 / Omega,    v = (1/3) sum_R R rho'(R).
Energy per atom: F(rho) + (1/2) sum_R phi(R), with rho = sum_R rho(R).
F: embedding function; phi: pair energy; Omega: volume per atom.
Under pressure P the stress-strain coefficients obey
    B12 - B44 = F'' v^2 / Omega + 2 P.
Model: F = -A sqrt(rho), rho(R) = x^2, phi(R) = W x^5, where
x = (cutoff - R)/(cutoff - R1) inside the cutoff and zero outside.
Working units: nm and eV. Elastic constants are printed in GPa.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

EV = const.e
GPA = EV * 1e27 / 1e9          # one eV/nm^3 expressed in GPa
KB = const.k / EV              # eV/K

# Rough typical inputs for body-centred cubic caesium
lattice = 0.61                 # nm
cohesive = 0.80                # eV per atom
mass_u = 133.0                 # atomic mass units, rounded
temperature = 80.0             # K
cutoff = 1.35 * lattice
r1 = np.sqrt(3) * lattice / 2
width = cutoff - r1
omega = lattice**3 / 2
identity = np.eye(3)

grid = range(-3, 4)
sites = np.array([(i, j, k) for i in grid for j in grid for k in grid
                  if i % 2 == j % 2 == k % 2]) * lattice / 2
lengths = np.linalg.norm(sites, axis=1)
sites = sites[(lengths > 0) & (lengths < 1.5 * lattice)]
radii = np.linalg.norm(sites, axis=1)


def shape(r, n):
    """Value and first two derivatives of x^n, zero outside the cutoff."""
    x = np.maximum((cutoff - r) / width, 0.0)
    inside = x > 0
    return (x**n, -n * x**(n - 1) / width,
            n * (n - 1) * x**(n - 2) * inside / width**2)


# Two linear conditions fix A and W: cohesive energy and zero stress
d0, d1, d2 = shape(radii, 2)
p0, p1, p2 = shape(radii, 5)
rho0 = d0.sum()
conditions = np.array([
    [-np.sqrt(rho0), 0.5 * p0.sum()],
    [-0.5 * (radii * d1).sum() / np.sqrt(rho0), 0.5 * (radii * p1).sum()]])
A, W = np.linalg.solve(conditions, [-cohesive, 0.0])
F1 = -0.5 * A / np.sqrt(rho0)
F2 = 0.25 * A * rho0**-1.5


def static_energy(deform, factor=1.0):
    """Energy per atom; factor multiplies F'' at rho0, keeping F and F'."""
    r = np.linalg.norm(sites @ deform.T, axis=1)
    rho = shape(r, 2)[0].sum()
    embed = -A * np.sqrt(rho) + 0.5 * (factor - 1) * F2 * (rho - rho0)**2
    return embed + 0.5 * W * shape(r, 5)[0].sum()


def strain(xx=0.0, yy=0.0, gamma=0.0):
    return np.array([[1 + xx, 0, 0], [0, 1 + yy, gamma / 2],
                     [0, gamma / 2, 1]])


def elastic(energy, scale=1.0, h=4e-4):
    """C11, C12, C44 (eV/nm^3) from energies of strained crystals."""
    def e(**kw):
        return energy(scale * strain(**kw))
    centre = e()
    c11 = (e(xx=h) - 2 * centre + e(xx=-h)) / h**2
    c12 = (e(xx=h, yy=h) - e(xx=h, yy=-h)
           - e(xx=-h, yy=h) + e(xx=-h, yy=-h)) / (4 * h**2)
    c44 = (e(gamma=h) - 2 * centre + e(gamma=-h)) / h**2
    return np.array([c11, c12, c44]) / (omega * scale**3)


def cauchy_formula(scale):
    """F'' v^2 / Omega for a uniformly scaled lattice."""
    r = radii * scale
    dens, slope, _ = shape(r, 2)
    v_scaled = (r * slope).sum() / 3
    curvature = 0.25 * A * dens.sum()**-1.5
    return curvature * v_scaled**2 / (omega * scale**3)


# Lattice sums against strained-crystal energies
v = (radii * d1).sum() / 3
psi1 = W * p1 + 2 * F1 * d1
psi2 = W * p2 + 2 * F1 * d2
weight = 0.5 * (psi2 - psi1 / radii) / radii**2
x2, y2, z2 = (sites**2).T
pair11 = (weight * x2 * x2).sum() / omega
pair12 = (weight * x2 * y2).sum() / omega
pair44 = (weight * y2 * z2).sum() / omega
many = F2 * v**2 / omega
formula = np.array([pair11 + many, pair12 + many, pair44])
direct = elastic(static_energy)
tol = 1e-4 * direct[2]
assert np.allclose(direct, formula, rtol=0, atol=3 * tol)
assert abs(direct[1] - direct[2] - many) < tol
h = 1e-5
slope0 = (static_energy((1 + h) * identity)
          - static_energy((1 - h) * identity)) / (2 * h)
pressure0 = -slope0 / (3 * omega)
assert abs(pressure0) < 1e-6 * direct[2]
assert direct[0] > direct[1] and direct[2] > 0
assert direct[0] + 2 * direct[1] > 0


def density_at(scale):
    return shape(radii * scale, 2)[0].sum()


drho_dvol = ((density_at(1 + h) - density_at(1 - h))
             / (omega * ((1 + h)**3 - (1 - h)**3)))
assert abs(omega * drho_dvol / v - 1) < 1e-7

# Change F'' alone
factors = [-1.0, 0.0, 1.0, 2.0]
scan = []
for factor in factors:
    c = elastic(lambda m, f=factor: static_energy(m, f))
    scan.append(c)
    assert abs(c[1] - c[2] - factor * many) < tol
    assert abs(c[2] - direct[2]) < tol
    assert abs((c[0] - c[1]) - (direct[0] - direct[1])) < 3 * tol


# Stress-strain coefficients of a compressed crystal
def stress(matrix, kind):
    step = 1e-4
    up = static_energy(strain(**{kind: step}) @ matrix)
    down = static_energy(strain(**{kind: -step}) @ matrix)
    return (up - down) / (2 * step * omega * np.linalg.det(matrix))


squeeze = 0.99
step = 3e-4
pressure = -stress(squeeze * identity, "yy")
B12 = (stress(squeeze * strain(xx=step), "yy")
       - stress(squeeze * strain(xx=-step), "yy")) / (2 * step)
B44 = (stress(squeeze * strain(gamma=step), "gamma")
       - stress(squeeze * strain(gamma=-step), "gamma")) / (2 * step)
squeezed_many = cauchy_formula(squeeze)
assert pressure > 100 * tol
assert abs(B12 - B44 - squeezed_many - 2 * pressure) < 2 * tol


# Lattice vibrations of the homogeneously strained crystal
def dynamical(deform, kpoints):
    """Force-constant matrices in eV/nm^2; phases use the reference lattice."""
    vectors = sites @ deform.T
    r = np.linalg.norm(vectors, axis=1)
    unit = vectors / r[:, None]
    s0, s1, s2 = shape(r, 2)
    _, q1, q2 = shape(r, 5)
    rho = s0.sum()
    slope = -0.5 * A / np.sqrt(rho)
    curvature = 0.25 * A * rho**-1.5
    e1 = W * q1 + 2 * slope * s1
    e2 = W * q2 + 2 * slope * s2
    springs = ((e2 - e1 / r)[:, None, None]
               * unit[:, :, None] * unit[:, None, :]
               + (e1 / r)[:, None, None] * identity)
    phase = kpoints @ sites.T
    g = np.sin(phase) @ (s1[:, None] * unit)
    return (np.einsum("kn,nij->kij", 1 - np.cos(phase), springs)
            + curvature * g[:, :, None] * g[:, None, :])


q = 0.003 / lattice
waves = np.array([[q, 0, 0], [q / np.sqrt(2), q / np.sqrt(2), 0]])
moduli = np.linalg.eigvalsh(dynamical(identity, waves)) / (q**2 * omega)
c11, c12, c44 = direct
expected = np.array([sorted([c44, c44, c11]),
                     sorted([(c11 - c12) / 2, c44,
                             (c11 + c12 + 2 * c44) / 2])])
assert np.allclose(moduli, expected, rtol=0, atol=4 * tol)


def kmesh(n):
    s = (np.arange(n) + 0.5) / n
    frac = np.array(np.meshgrid(s, s, s)).reshape(3, -1).T
    recip = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
    return frac @ recip * 2 * np.pi / lattice


def quanta(deform, mesh):
    """Vibrational quanta in eV."""
    values = np.linalg.eigvalsh(dynamical(deform, mesh))
    assert values.min() > 0
    mass = mass_u * const.atomic_mass
    return const.hbar * np.sqrt(values * EV * 1e18 / mass) / EV


def entropy(hw, t):
    x = hw / (KB * t)
    terms = x / np.expm1(x) - np.log(-np.expm1(-x))
    return KB * terms.sum(axis=1).mean()


def thermal_constants(n):
    mesh = kmesh(n)

    def free_energy(deform):
        hw = quanta(deform, mesh)
        terms = hw / 2 + KB * temperature * np.log(
            -np.expm1(-hw / (KB * temperature)))
        return static_energy(deform) + terms.sum(axis=1).mean()

    best = minimize_scalar(lambda s: free_energy(s * identity),
                           bounds=(0.99, 1.04), method="bounded",
                           options={"xatol": 1e-8})
    scale = best.x
    assert 0.991 < scale < 1.039
    s_ref = entropy(quanta(scale * identity, mesh), temperature)

    def constant_entropy_energy(deform):
        hw = quanta(deform, mesh)
        t = brentq(lambda u: entropy(hw, u) - s_ref,
                   0.5 * temperature, 2 * temperature, xtol=1e-11)
        terms = hw * (0.5 + 1 / np.expm1(hw / (KB * t)))
        return static_energy(deform) + terms.sum(axis=1).mean()

    iso = elastic(free_energy, scale, 2e-3)
    adia = elastic(constant_entropy_energy, scale, 2e-3)
    return scale, iso, adia


scale_T, iso, adia = thermal_constants(10)
scale_check, iso_check, adia_check = thermal_constants(8)
# Finite sampling of vibrations: agreement within one per cent of the result
assert abs((iso[1] - iso[2]) - (iso_check[1] - iso_check[2])) < 0.01 * many
assert abs((adia[1] - adia[2]) - (adia_check[1] - adia_check[2])) < 0.01 * many
# Shear leaves the entropy unchanged to first order
assert abs(adia[2] - iso[2]) < 1e-3 * iso[2]
assert adia[1] > iso[1]

first = np.argmin(radii)
second = np.argmin(abs(radii - lattice))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Lattice constant, rough input", lattice, "nm", 2)
show("Cohesive energy, rough input", cohesive, "eV", 2)
show("Atomic mass, rounded input", mass_u, "u", 0)
show("Cutoff radius", cutoff, "nm")
show("First neighbour distance", r1, "nm")
show("Volume per atom", omega, "nm^3", 5)
show("Embedding amplitude A", A, "eV")
show("Pair amplitude W", W, "eV")
show("Density from one second neighbour", d0[second])
show("Total density rho", rho0)
show("Density slope, first neighbour", d1[first], "1/nm")
show("Density slope, second neighbour", d1[second], "1/nm")
show("v", v)
show("F'", F1, "eV", 5)
show("F''", F2, "eV", 6)
show("d rho/d Omega, numerical", drho_dvol, "1/nm^3", 3)
print(f"Static pressure, numerical: {pressure0 * GPA:.1e} GPa")
for name, num, ana in zip(("C11", "C12", "C44"), direct, formula):
    show(name + " from strained energies", num * GPA, "GPa")
    show(name + " from lattice sums", ana * GPA, "GPa")
show("Pair part of C12", pair12 * GPA, "GPa")
show("Bulk modulus", (c11 + 2 * c12) / 3 * GPA, "GPa")
show("C12-C44 from strained energies", (c12 - c44) * GPA, "GPa")
show("F'' v^2/Omega", many * GPA, "GPa")
show("F'' v^2/Omega, converted", many, "eV/nm^3")
for factor, c in zip(factors, scan):
    show(f"C12-C44 with F'' times {factor:.0f}", (c[1] - c[2]) * GPA, "GPa")
show("Compressed lattice, length ratio", squeeze, "", 2)
show("Pressure when compressed", pressure * GPA, "GPa")
show("F'' v^2/Omega when compressed", squeezed_many * GPA, "GPa")
show("B12-B44 when compressed", (B12 - B44) * GPA, "GPa")
show("Temperature", temperature, "K", 0)
show("Linear expansion incl. zero point", 100 * (scale_T - 1), "%", 3)
show("Static F'' v^2/Omega, expanded", cauchy_formula(scale_T) * GPA, "GPa")
show("Isothermal C12-C44 at 80 K", (iso[1] - iso[2]) * GPA, "GPa", 3)
show("Adiabatic C12-C44 at 80 K", (adia[1] - adia[2]) * GPA, "GPa", 3)
show("Isothermal shift from static value",
     100 * ((iso[1] - iso[2]) / many - 1), "%", 1)
show("Adiabatic shift from static value",
     100 * ((adia[1] - adia[2]) / many - 1), "%", 1)
print("finished without a failed check")
```

It prints:

```
Lattice constant, rough input: 0.61 nm
Cohesive energy, rough input: 0.80 eV
Atomic mass, rounded input: 133 u
Cutoff radius: 0.8235 nm
First neighbour distance: 0.5283 nm
Volume per atom: 0.11349 nm^3
Embedding amplitude A: 0.3061 eV
Pair amplitude W: 0.0482 eV
Density from one second neighbour: 0.5230
Total density rho: 11.1379
Density slope, first neighbour: -6.7745 1/nm
Density slope, second neighbour: -4.8992 1/nm
v: -15.5205
F': -0.04586 eV
F'': 0.002059 eV
d rho/d Omega, numerical: -136.756 1/nm^3
Static pressure, numerical: 8.5e-10 GPa
C11 from strained energies: 3.2338 GPa
C11 from lattice sums: 3.2338 GPa
C12 from strained energies: 2.3347 GPa
C12 from lattice sums: 2.3347 GPa
C44 from strained energies: 1.6346 GPa
C44 from lattice sums: 1.6346 GPa
Pair part of C12: 1.6346 GPa
Bulk modulus: 2.6344 GPa
C12-C44 from strained energies: 0.7001 GPa
F'' v^2/Omega: 0.7001 GPa
F'' v^2/Omega, converted: 4.3697 eV/nm^3
C12-C44 with F'' times -1: -0.7001 GPa
C12-C44 with F'' times 0: -0.0000 GPa
C12-C44 with F'' times 1: 0.7001 GPa
C12-C44 with F'' times 2: 1.4002 GPa
Compressed lattice, length ratio: 0.99
Pressure when compressed: 0.0833 GPa
F'' v^2/Omega when compressed: 0.6942 GPa
B12-B44 when compressed: 0.8607 GPa
Temperature: 80 K
Linear expansion incl. zero point: 0.383 %
Static F'' v^2/Omega, expanded: 0.7025 GPa
Isothermal C12-C44 at 80 K: 0.691 GPa
Adiabatic C12-C44 at 80 K: 0.720 GPa
Isothermal shift from static value: -1.2 %
Adiabatic shift from static value: 2.9 %
finished without a failed check
```
